# Transverse Seebeck coefficient of a tilted layered film

A film on a chip is made of flat layers that are inclined to its surface. The stacking axis is the unit vector $\mathbf c$, normal to the layers. The film normal is $z$, and $\mathbf c$ lies in the $xz$ plane at an angle $\alpha$ from $z$:

$$\mathbf c=(\sin\alpha,\,0,\,\cos\alpha).$$

For a temperature gradient within the layers the Seebeck coefficient is $S_\parallel$. Along $\mathbf c$ it is $S_\perp$, and $\Delta S=S_\perp-S_\parallel=180\ \mu\mathrm{V/K}$.

The sign convention is

$$\mathbf E=S\,\nabla T+\rho\,\mathbf J ,$$

where $\mathbf E$ is the electrochemical field, whose line integral a voltmeter reads, $\rho$ is the resistivity tensor and $\mathbf J$ the current density. A hole conductor then has a positive Seebeck coefficient. The response is linear, there is no magnetic field, and the layers are thin enough for the film to be described by uniform tensors, except where the layers are resolved explicitly.

## Part (a): the rotated tensor

**Question.** Find the Seebeck tensor in the film axes $x,z$. Evaluate its off-diagonal element for tilts of $+45^\circ$ and $-45^\circ$.

**Answer.** In axes fixed to the layers the tensor is $D=\mathrm{diag}(S_\parallel,S_\perp)$. The rotation that carries the $z$ direction into $\mathbf c$ is

$$R=\begin{pmatrix}\cos\alpha&\sin\alpha\\-\sin\alpha&\cos\alpha\end{pmatrix},$$

since its second column is $(\sin\alpha,\cos\alpha)$. The tensor in film axes is $S=RDR^{T}$. The first product is

$$RD=\begin{pmatrix}S_\parallel\cos\alpha&S_\perp\sin\alpha\\-S_\parallel\sin\alpha&S_\perp\cos\alpha\end{pmatrix}.$$

Multiplying by $R^T$ gives

$$S_{xx}=S_\parallel\cos^2\alpha+S_\perp\sin^2\alpha,\qquad S_{zz}=S_\parallel\sin^2\alpha+S_\perp\cos^2\alpha,$$

$$S_{xz}=S_{zx}=(S_\perp-S_\parallel)\sin\alpha\cos\alpha=\tfrac12\,\Delta S\,\sin2\alpha .$$

At $\alpha=45^\circ$, $\sin2\alpha=1$ and $S_{xz}=180/2=+90\ \mu\mathrm{V/K}$. At $-45^\circ$ it is $-90\ \mu\mathrm{V/K}$. At these two tilts the magnitude is half the difference of the principal values, and for a given $\Delta S$ reversing the tilt reverses the sign.

The element vanishes at $\alpha=0$ and $90^\circ$, where the gradient lies along a principal axis, and for $\Delta S=0$, where the Seebeck tensor is isotropic. At other tilts the components of $\nabla T$ along and across the layers are multiplied by different coefficients, so $\mathbf E$ is no longer parallel to $\nabla T$.

## Part (b): the best orientation

**Question.** Can any other orientation in space give a larger transverse coefficient? What does a tilt error of $5^\circ$ cost?

**Answer.** In three dimensions the tensor is $S=S_\parallel I+\Delta S\,\mathbf c\,\mathbf c^{T}$: it multiplies $\mathbf c$ by $S_\perp$ and any vector normal to $\mathbf c$ by $S_\parallel$. For orthogonal unit vectors $\mathbf u$ and $\mathbf v$ the term in $I$ drops out, leaving

$$\mathbf u\cdot S\,\mathbf v=\Delta S\,(\mathbf u\cdot\mathbf c)(\mathbf v\cdot\mathbf c).$$

The two projections of a unit vector obey $(\mathbf u\cdot\mathbf c)^2+(\mathbf v\cdot\mathbf c)^2\le1$. Since $|ab|\le(a^2+b^2)/2$,

$$|\mathbf u\cdot S\,\mathbf v|\le\tfrac12|\Delta S| .$$

The $45^\circ$ tilt reaches this bound, so no orientation does better. There $dS_{xz}/d\alpha=\Delta S\cos2\alpha=0$, and a small tilt error enters at second order. At $40^\circ$ the coefficient is $90\sin80^\circ=88.6\ \mu\mathrm{V/K}$, a loss of 1.5%. This is the cost at a given temperature difference; at a given heat flux the tilt also changes the temperature difference, as part (e) shows.

## Part (c): from coefficient to voltage

**Question.** The film has thickness $d$ and length $L\gg d$ along $x$. Its faces are isothermal and electrically insulated, and their temperatures differ by $\Delta T=T(d)-T(0)$. Find the open-circuit voltage between two contacts on the same face, one at each end. Does it change if $T(z)$ is not a straight line?

**Answer.** Away from the ends nothing depends on $x$, so $\nabla T=(0,0,T'(z))$. Three facts fix the field.

1. In steady state $\mathbf E$ has no curl, so $\partial E_x/\partial z=\partial E_z/\partial x=0$, and $E_x$ is the same at every depth.
2. Charge conservation gives $\partial J_z/\partial z=0$. The faces are insulated, so $J_z=0$ throughout.
3. At open circuit the total current along the film vanishes: $\int_0^dJ_x\,dz=0$.

With $J_z=0$, the $x$ component of the transport law is $E_x=S_{xz}T'(z)+\rho_{xx}J_x(z)$. Integrating over the thickness with uniform $S_{xz}$ and $\rho_{xx}$,

$$E_xd=S_{xz}\int_0^dT'\,dz+\rho_{xx}\int_0^dJ_x\,dz=S_{xz}\,\Delta T .$$

The magnitude of the voltage is therefore

$$|V|=|E_x|L=|S_{xz}|\,\Delta T\,\frac{L}{d}.$$

If $T'$ is constant, $J_x$ vanishes at every depth. If it varies, currents circulate within the film, but the voltage still depends on $\Delta T$ alone. If $S_{xz}$ varied noticeably with temperature between the faces, the voltage would depend on both face temperatures, not just on their difference. If the resistivity varied with temperature, the shape of $T(z)$ would in general matter too, even with a constant $S_{xz}$. Both contacts sit on the same isothermal face and so are at equal temperature; the leads add no Seebeck voltage.

The factor $L/d$ distinguishes this arrangement from an ordinary thermocouple leg: at fixed $\Delta T$, a longer film gives a larger voltage.

## Part (d): a stack with the required difference

**Question.** The film is a slice of a stack of nickel (A) and p-type bismuth antimony telluride (B), in equal layers of $1\ \mu\mathrm m$. Rough values near 300 K are $S_A=-20\ \mu\mathrm{V/K}$, thermal conductivities $\kappa_A=90$ and $\kappa_B=1.5\ \mathrm{W/(m\,K)}$, and electrical conductivities $\sigma_A=1.2\times10^7$ and $\sigma_B=1.0\times10^5\ \mathrm{S/m}$. Which $S_B$ gives $\Delta S=180\ \mu\mathrm{V/K}$?

**Answer.** Let $f_A=f_B=\tfrac12$ be the volume fractions.

*Across the layers* the heat flux is common, so the gradient in layer $i$ is proportional to $1/\kappa_i$. No current crosses the layers, so the field there is $S_i$ times that gradient. The ratio of average field to average gradient is

$$S_\perp=\frac{f_AS_A/\kappa_A+f_BS_B/\kappa_B}{f_A/\kappa_A+f_B/\kappa_B}=S_A+(S_B-S_A)\,w_{th},\qquad w_{th}=\frac{f_B/\kappa_B}{f_A/\kappa_A+f_B/\kappa_B}.$$

*Along the layers* the field $E$ and the gradient $g$ are common, and $J_i=\sigma_i(E-S_ig)$. Setting $f_AJ_A+f_BJ_B=0$ and solving for $E/g$,

$$S_\parallel=\frac{f_A\sigma_AS_A+f_B\sigma_BS_B}{f_A\sigma_A+f_B\sigma_B}=S_A+(S_B-S_A)\,w_{el},\qquad w_{el}=\frac{f_B\sigma_B}{f_A\sigma_A+f_B\sigma_B}.$$

Subtraction gives

$$\Delta S=(S_B-S_A)(w_{th}-w_{el}).$$

The semiconductor holds nearly all the thermal resistance, $w_{th}=0.9836$, and very little of the in-plane conductance, $w_{el}=0.0083$. Hence

$$S_B=-20+\frac{180}{0.9836-0.0083}\approx165\ \mu\mathrm{V/K}.$$

The principal values are $S_\perp=161.5$ and $S_\parallel=-18.5\ \mu\mathrm{V/K}$: across the layers the stack behaves much like the semiconductor, along them much like the metal. If $w_{th}=w_{el}$, the Seebeck anisotropy vanishes even though the materials differ; heat and charge may still flow more easily along the layers than across them.

## Part (e): a heat-flux sensor

**Question.** The slice has $\alpha=45^\circ$, $d=100\ \mu\mathrm m$ and $L=5\ \mathrm{mm}$. A heat flux $q=100\ \mathrm{W/cm^2}$ passes through its isothermal faces. Find $\Delta T$ and $|V|$.

**Answer.** Thermal conductances add along the layers, and resistances add across them:

$$\kappa_\parallel=\tfrac12(90+1.5)=45.75,\qquad \kappa_\perp=\frac{2}{1/90+1/1.5}=2.95\ \mathrm{W/(m\,K)}.$$

This tensor rotates as $S$ does. At $45^\circ$,

$$\kappa_{xx}=\kappa_{zz}=\tfrac12(\kappa_\parallel+\kappa_\perp)=24.35,\qquad \kappa_{xz}=\tfrac12(\kappa_\perp-\kappa_\parallel)=-21.40\ \mathrm{W/(m\,K)}.$$

Since $\nabla T$ is along $z$, the flux through the faces has magnitude $q=\kappa_{zz}\Delta T/d$, and

$$\Delta T=\frac{qd}{\kappa_{zz}}=\frac{10^6\times10^{-4}}{24.35}\ \mathrm K=4.1\ \mathrm K,$$

$$|V|=90\times10^{-6}\times4.107\times50\ \mathrm V=18.5\ \mathrm{mV}.$$

The sensitivity is about $185\ \mu\mathrm V$ per $\mathrm{W/cm^2}$.

The tilt of $45^\circ$ gives the largest coefficient, but not the largest voltage at a given flux. That voltage is proportional to $S_{xz}/\kappa_{zz}$, which peaks at $\tan\alpha=\sqrt{\kappa_\perp/\kappa_\parallel}$, here $\alpha\approx14^\circ$, with $|V|\approx38.7\ \mathrm{mV}$. Near $45^\circ$ a tilt error therefore enters at first order: at $40^\circ$ the voltage is $21.5\ \mathrm{mV}$, or 16% higher.

## Part (f): when the sideways heat flow is blocked

**Question.** Suppose the faces are not held isothermal and no heat can flow along $x$. Find $E_x/T_z$ at zero current, where $T_x,T_z$ are the components of the now uniform gradient.

**Answer.** The condition $q_x=-(\kappa_{xx}T_x+\kappa_{xz}T_z)=0$ gives

$$\frac{T_x}{T_z}=-\frac{\kappa_{xz}}{\kappa_{xx}}=\frac{21.40}{24.35}=0.88 .$$

The gradient is strongly tilted because heat prefers to follow the metal layers. The diagonal element $S_{xx}=\tfrac12(161.5-18.5)=71.5\ \mu\mathrm{V/K}$ now contributes:

$$\frac{E_x}{T_z}=S_{xz}+S_{xx}\frac{T_x}{T_z}=90+71.5\times0.88\approx153\ \mu\mathrm{V/K}.$$

The tensor element is still 90; the larger ratio includes an ordinary longitudinal Seebeck field. The end contacts now differ in temperature, so the leads also contribute to a measured voltage. In a film as long as that of part (e), with the same $T_z=4.1\ \mathrm K$ per $100\ \mu\mathrm m$, the ends would differ by about $180\ \mathrm K$, too much for constant coefficients; the ratio above applies to much smaller gradients or shorter films. Reading $S_{xz}$ directly from $E_x/T_z$ requires $T_x=0$.

## Part (g): how far a real device departs from the model

**Question.** Set the parameters beside real materials, and estimate the main corrections to the sensor of part (e).

**Answer.** A value near $165\ \mu\mathrm{V/K}$ is ordinary for p-type bismuth antimony telluride. A difference of 180 is more than many single layered crystals offer, which is why a metal–semiconductor stack was chosen. Layers of $1\ \mu\mathrm m$ are thin for a stack that must be cut at an angle. Each correction below is taken alone, with the other inputs held fixed.

- **Temperature of use.** If both Seebeck coefficients grew in proportion to $T$, a rough rule for degenerate conductors, $S_{xz}$ at 350 K would be $90\times350/300=105\ \mu\mathrm{V/K}$, or 17% higher. At $165\ \mu\mathrm{V/K}$ the semiconductor is only partly degenerate, so this is likely too high: a single parabolic band with a fixed hole density for the semiconductor, with nickel still following $T$, gives a rise of $S_{xz}$ of about 11%. Minority carriers, left out here, would reduce it further.
- **Interfaces.** A rough thermal resistance of $10^{-8}\ \mathrm{m^2K/W}$ at each of the two interfaces per period takes part of the temperature drop. If no Seebeck voltage arises there, $S_{xz}$ falls to $87.7\ \mu\mathrm{V/K}$.
- **Heat conduction in the semiconductor.** If $\kappa_B$ across the layers were twice as large, $w_{th}$ would fall and $S_{xz}$ would be $88.5\ \mu\mathrm{V/K}$. At the given flux $\Delta T$ would fall too, and the sensor voltage would be 7% lower in all.
- **Circulating currents.** Opposite currents in neighbouring layers carry Peltier heat $T\sum_if_iS_iJ_i$. With $f_AJ_A=-f_BJ_B$ and $J_B=-\sigma_B(S_B-S_A)(1-w_{el})g$, this adds $T(S_B-S_A)^2f_B\sigma_B(1-w_{el})=0.51\ \mathrm{W/(m\,K)}$ to $\kappa_\parallel$ at 300 K and lowers $\Delta T$ by 1.0%.
- **Finite number of layers.** At the faces the cut layers disturb the fields. A two-dimensional finite-element solution for heat and then current in the actual tilted layers, without Peltier heat, gives $E_xd/\Delta T=89.8\ \mu\mathrm{V/K}$ for the whole film. At a given flux the cut faces also lower $\Delta T$ by about 0.3%, so the sensor voltage falls by about 0.5% in all.
- **Ends.** The ratio $d/L=2\%$ indicates the scale of the end regions; it is not a calculated voltage loss.

Two further effects are not sized. A conducting substrate without an insulating layer would shunt the voltage, and interdiffusion would change the properties of both materials.
